# The Mermin free energy of a hybrid functional with smeared occupations, part 2

We study the free energy of a global hybrid with exchange fraction $\alpha$ (PBE0: $\alpha=1/4$) and smeared occupations. Algebra is in atomic units with $k_B=1$, so $T$ is an energy. Numbers are in eV and Å and, apart from the convergence shifts quoted in Parts 7 and 9, come from a numerical check, "the program".

The one-body density matrix $\gamma=\sum_if_i|i\rangle\langle i|$ has orbitals $\psi_i$ and occupations $f_i$; $x=(\mathbf r,\sigma)$, $w=1/|\mathbf r-\mathbf r'|$. The entropy is $S=\sum_is(f_i)$, with

$$s(f)=-f\ln f-(1-f)\ln(1-f),\qquad s'(f)=\ln\frac{1-f}{f},\qquad s''(f)=-\frac{1}{f(1-f)}. \tag{1}$$

Exchange, with $K_{ij}=(ij|ji)$, and the Mermin functional are

$$E_x[\gamma]=-\tfrac12\sum_{ij}f_if_jK_{ij}=-\tfrac12\iint\gamma(x,x')\gamma(x',x)\,w\,dx\,dx', \tag{4}$$

$$\Omega[\gamma]=E[\gamma]-T\,\mathrm{Tr}\,s(\gamma)-\mu\,\mathrm{Tr}\,\gamma,\qquad E=\mathrm{Tr}\,h\gamma+E_H+E_{sl}+\alpha E_x, \tag{5}$$

with one-body $h$, Hartree $E_H$, semilocal $E_{sl}$, $N=\mathrm{Tr}\,\gamma$ and $F=E-TS=\Omega+\mu N$. With potentials $v_H$, $v_{sl}$ and the Fock operator $K[\gamma]$ of kernel $\gamma(x,x')w$,

$$\delta E=\mathrm{Tr}\,H\,\delta\gamma,\qquad H[\gamma]=h+v_H+v_{sl}-\alpha K[\gamma]. \tag{6}$$

At any $\gamma$, for occupation changes and for rotation of orbitals $i,j$ by $\theta$,

$$\frac{\partial E}{\partial f_i}=H_{ii}=\langle i|h+v_H+v_{sl}|i\rangle-\alpha\sum_jf_jK_{ij}, \tag{7}$$

$$\frac{dE}{d\theta}=2(f_i-f_j)\,\mathrm{Re}\,H_{ij}. \tag{9}$$

Stationarity in $f_i$ gives

$$H_{ii}-\mu=T\ln\frac{1-f_i}{f_i}. \tag{8}$$

Part 5: $\delta\Omega=\mathrm{Tr}\,G\,\delta\gamma$ with $G=H[\gamma]-\mu-T\ln\frac{1-\gamma}{\gamma}$. For any differentiable $E[\gamma]$ with $H=\delta E/\delta\gamma$, stationarity means $G=0$, equivalently

$$H\psi_i=\varepsilon_i\psi_i,\qquad f_i=\frac{1}{1+e^{(\varepsilon_i-\mu)/T}}. \tag{11}$$

Part 6: stationary solutions at fixed $N$ obey

$$dF/dT=-S. \tag{12}$$

$$E=\sum_if_i\varepsilon_i-E_H-\alpha E_x+E_{sl}-\mathrm{Tr}\,v_{sl}\gamma. \tag{13}$$

If $F$ changes by $\lambda W[\gamma]$ and the solution varies smoothly, its stationary value moves by $\lambda W[\gamma_0]+O(\lambda^2)$, with $\gamma_0$ unperturbed.

Part 1: one orbital with repulsion $U$ and $f_{\uparrow,\downarrow}=\tfrac12\pm m$ has $\mu$ midway between its levels and $m=\tfrac12\tanh(\alpha Um/2T)$.

In the final listing, lines A test $G=0$ in a four-orbital model (`g` is $\gamma$) and give the slope of $\Omega$ at a non-stationary two-level point.

## 7. Worked example: the arsenic atom

The calculation is all-electron, nonrelativistic, spin-unrestricted PBE0 in the def2-SVP basis (32 functions), at $T=0.50$ eV with one $\mu$ for both spins and mean $N=33$. The digits below serve to check identities within this basis and say nothing about the accuracy of the model. A finer integration grid leaves $\mu$, the 4s and 4p levels, $S$ and $F$ unchanged to the digits shown, but the basis is far from complete: in def2-TZVP $\mu$ moves by $-0.10$ eV, the 4p levels by $-0.06$ eV (up) and $-0.13$ eV (down), $S$ rises from $0.360$ to $0.380$, and $F$ drops by $0.27$ Ha.

The solution has $\mu=-4.7297$ eV. The 4s levels at $-16.6552$ eV (up) and $-13.3292$ eV (down) have $f=1.00000000$ and $0.99999997$. The 4p levels lie at $-6.9844$ eV (up) and $-2.4751$ eV (down). For 4p up, $(\varepsilon-\mu)/T=-2.2547/0.50=-4.509$ and $1/(1+e^{-4.509})=0.9891$, against the printed $0.989113$; 4p down has $0.010887$. The two add to one because the six 4p spin-orbitals share three electrons when all other levels are full or empty to this precision, and as in Part 1 this puts $\mu$ midway, $(-6.9844-2.4751)/2=-4.7298$ eV.

The occupations obey (11) by construction of the self-consistent loop, so the content of the test is (7). The program changes one 4p occupation at frozen orbitals and differentiates an energy whose exchange part is the explicit sum (4). It finds $\partial E/\partial f=-6.9844$ and $-2.4751$ eV, so $\partial E/\partial f-\mu=\mp2.2546$ eV equals $T\ln[(1-f)/f]=\mp2.2546$ eV, which is (8). At a deliberately non-stationary point, with randomly mixed valence orbitals and random occupations, (7) also passes, and (9) gives $0.34591$ eV both by finite difference and by formula.

Each 4p spin-orbital has entropy $s=0.010887\times4.5202+0.989113\times0.010947=0.06004$, the same for $f$ and $1-f$, and six of them give $S=0.3602$, matching the printed $0.36023$. The energy (5) is

$$E=-84728.081+26156.215-1698.727-553.898=-60824.491\ \text{eV},$$

in the order one-body, Hartree, semilocal, $\alpha E_x$. Formula (13) gives $-35734.012-26156.215+553.898-1698.727+2210.564=-60824.492$ eV, equal within rounding. With $TS=0.18011$ eV, $F=-60824.671$ eV $=-2235.26543$ Ha. Full self-consistent solutions at slightly higher and lower $T$ give $-dF/dT=0.36023$, which tests (12).

## 8. Crystals and the singular term

A uniform mesh of $N_k=n^3$ points containing $\mathbf k=0$ is equivalent to periodic boundary conditions on a supercell of $N_k$ cells. Take it cubic, with side $L$ and volume $V=L^3$, and normalize Bloch states $|b\mathbf k\rangle$ on it. Parts 3 to 5 apply with $i=(b,\mathbf k,\sigma)$. If $\gamma$ has the lattice periodicity then so do $H$ and $G$, which are therefore block diagonal in $\mathbf k$, and variations that mix different $\mathbf k$ give $\mathrm{Tr}\,G\,\delta\gamma=0$ automatically. Dividing $\Omega$ by $N_k$ attaches the weight $1/N_k$ to every term, so $\partial\Omega/\partial f_{b\mathbf k}=N_k^{-1}[\varepsilon_{b\mathbf k}-\mu-Ts'(f_{b\mathbf k})]$. The weight drops out and one $\mu$ fills all $\mathbf k$.

The periodic Coulomb interaction is $V^{-1}\sum_{\mathbf q}4\pi e^{i\mathbf q\cdot\mathbf r}/q^2$ over the supercell reciprocal lattice, so

$$K_{ij}=\frac1V\sum_{\mathbf q}\frac{4\pi}{q^2}\,|\langle i|e^{-i\mathbf q\cdot\mathbf r}|j\rangle|^2 .$$

At $\mathbf q=0$ the matrix element is $\delta_{ij}$, so the divergent term sits only in $K_{ii}$. In the Hartree energy the $\mathbf q=0$ term cancels against the neutralizing positive charge. In exchange nothing cancels it. In the infinite crystal the sum becomes an integral in which $1/q^2$ is integrable, and the task is to find what the mesh sum misses.

Let $g(\mathbf q)=\int\tilde g(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^3r$ be smooth, with $\tilde g$ negligible at distances of order $L$. Define $\Sigma'=V^{-1}\sum_{\mathbf q\ne0}4\pi g/q^2$ and $I=\int4\pi g/q^2\,d^3q/(2\pi)^3$. Then $I=\int\tilde g/r\,d^3r$ and $\Sigma'=\int\tilde g\,\varphi\,d^3r$ with $\varphi(\mathbf r)=V^{-1}\sum_{\mathbf q\neq0}4\pi e^{i\mathbf q\cdot\mathbf r}/q^2$. Acting with $\nabla^2$ gives $-4\pi V^{-1}\sum_{\mathbf q\ne0}e^{i\mathbf q\cdot\mathbf r}=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+4\pi/V$. Since $\nabla^2(1/r)=-4\pi\delta$ and $\nabla^2r^2=6$, the difference $\varphi-1/r-2\pi r^2/3V$ is harmonic for $r<L$. Its value at the origin defines $-v_M$, and cubic symmetry allows its other terms only for angular momentum $l\ge4$:

$$\varphi=\frac1r-v_M+\frac{2\pi}{3V}r^2+(l\ge4).$$

Use $\int\tilde g=g(0)$ and $\int\tilde g\,r^2=-\nabla_q^2g(0)$. For isotropic $g$ the $l\ge4$ terms integrate to zero, and

$$\Sigma'+v_M\,g(0)-I=-\frac{2\pi}{3V}\nabla_q^2g(0), \tag{14}$$

up to terms set by the size of $\tilde g$ at $r\sim L$.

To evaluate $v_M$, split $4\pi/q^2=4\pi e^{-\eta q^2}/q^2+4\pi(1-e^{-\eta q^2})/q^2$. The second piece is the transform of $\mathrm{erfc}(r/2\sqrt\eta)/r$ and tends to $4\pi\eta$ at $q=0$. Poisson summation turns its sum over all $\mathbf q$ into a sum over supercell vectors $\mathbf R$, and the unwanted $\mathbf q=0$ term $4\pi\eta/V$ is subtracted. With $[\mathrm{erfc}(r/2\sqrt\eta)-1]/r\to-1/\sqrt{\pi\eta}$,

$$v_M=\frac1{\sqrt{\pi\eta}}+\frac{4\pi\eta}V-\frac1V\sum_{\mathbf q\ne0}\frac{4\pi e^{-\eta q^2}}{q^2}-\sum_{\mathbf R\neq0}\frac{\mathrm{erfc}(R/2\sqrt\eta)}{R}.$$

Scaling all lengths by $L$ shows $v_M\propto1/L$. The program obtains $v_ML=2.837297$ and tests that it is the same for two values of $\eta$.

In the exchange energy the role of $g$ is played by $\sum_{ij}f_if_j|\langle i|e^{-i\mathbf q\cdot\mathbf r}|j\rangle|^2$, with $g(0)=\sum_if_i^2$. Where this is smooth near $\mathbf q=0$, (14) says that the divergent term should be replaced by $K_{ii}\to K_{ii}'+v_M$, the prime marking omission of $\mathbf q=0$. The functional gains $-\tfrac\alpha2v_M\mathrm{Tr}\,\gamma^2$, which is again bilinear, so Part 5 still holds, with $H$ gaining $-\alpha v_M\gamma$:

$$\varepsilon_i=\varepsilon_i'-\alpha v_Mf_i. \tag{15}$$

In an insulator with $T$ far below the gap, (15) shifts the occupied bands rigidly. In a smeared metal the shift runs from $-\alpha v_M$ to 0 across the Fermi edge and cannot be absorbed in $\mu$. At fixed $\varepsilon_i'$ and $\mu$ the equation $f=1/(1+e^{(\varepsilon'-\alpha v_Mf-\mu)/T})$ has a right side $p(f)$ of slope $\alpha v_M\,p(1-p)/T\le\alpha v_M/4T$ at every $f$, so its root is unique when $\alpha v_M<4T$. For $\mu=\varepsilon'-\alpha v_M/2$ it is the equation of Part 1 with $U$ replaced by $v_M$.

## 9. Jellium: mesh convergence of the free energy

For a translation-invariant $\gamma$ the density is uniform, the orbitals can be taken as plane waves $\mathbf k=2\pi\mathbf m/L$ with integer $\mathbf m$, Hartree and background cancel, and $e_{sl}$ per electron and $v_{sl}$ are constants. Then $K_{\mathbf{kk}'}=4\pi/(V|\mathbf k-\mathbf k'|^2)$ for $\mathbf k\ne\mathbf k'$ and $\varepsilon(\mathbf k)=k^2/2+v_{sl}-\alpha\sum_{\mathbf k'}K_{\mathbf{kk}'}f_{\mathbf k'}$ within each spin. In the continuum the angular integral $\int_{-1}^1dc\,(k^2+k'^2-2kk'c)^{-1}=(kk')^{-1}\ln|(k+k')/(k-k')|$, with the prefactor $4\pi\cdot2\pi k'^2/(2\pi)^3=k'^2/\pi$, turns the sum into $(\pi k)^{-1}\int k'f(k')\ln|(k+k')/(k-k')|\,dk'$. The program solves the continuum problem through real space and tests it against this integral at one $k$.

Write $\langle\cdot\rangle=N^{-1}\sum_{\mathbf k\sigma}(\cdot)$. The exchange energy per electron on the mesh is $-\tfrac\alpha2(\Sigma'+v_Mg(0))$ with $g(\mathbf q)=\langle f(\mathbf k)f(\mathbf k+\mathbf q)\rangle$. Assume that at $T>0$ the mesh is fine enough for sums of smooth functions of $\mathbf k$ to equal their integrals. Then $g$ is isotropic, $g(0)=\langle f^2\rangle$, and integration by parts gives $\nabla_q^2g(0)=\langle f\nabla^2f\rangle=-\langle|\nabla_{\mathbf k}f|^2\rangle$. The mesh functional is the continuum one plus a small term, which by Part 6 may be evaluated on the continuum solution to first order. From (14), the errors of $F/N$ relative to the continuum value are, at leading order in $1/L$,

$$\Delta_{none}=+\tfrac\alpha2v_M\langle f^2\rangle\propto\frac1n,\qquad\Delta_M=-\frac{\pi\alpha}{3V}\langle|\nabla_{\mathbf k}f|^2\rangle\propto\frac1{n^3}. \tag{16}$$

The coefficient of the $1/n^3$ law grows as the edge sharpens. With a constant velocity $v=d\varepsilon/dk$ across the edge, $df/dk=-f(1-f)v/T$ and $\int(df/dk)^2dk=(v/T)\int_0^1f(1-f)\,df=v/6T$. It diverges as $T\to0$, where $g$ is no longer smooth at $\mathbf q=0$ and the $1/n^3$ law in (16) fails.

The model has $r_s=1.60$ Å, one electron per cubic cell of side $a=2.5792$ Å, $L=na$, $k_F=1.1995$ Å$^{-1}$, free Fermi energy $5.4816$ eV, PBE0 with equal spin populations and $T=0.50$ eV. The continuum free energy per electron is kinetic plus exact exchange plus semilocal minus $TS$,

$$F/N=3.35103-1.00585-4.0939-0.16688=-1.9156\ \text{eV}=-0.07040\ \text{Ha},$$

with $\mu=-1.2137$ eV, $\langle f^2\rangle=0.89941$ and $\langle|\nabla f|^2\rangle=10.4554$ Å$^2$ (from a finite-difference derivative on the radial grid; the converged value is $10.459$ Å$^2$, which changes $\Delta_M$ by 0.03%). For $n=24$, $\alpha v_M=165.01$ meV, so $\Delta_{none}=\tfrac12\times165.01\times0.89941=74.21$ meV. For $\Delta_M$, the energy $\alpha/L$ is $165.01/2.837297=58.16$ meV and $L=61.90$ Å, so $\Delta_M=-(\pi/3)\times58.16\times10.4554/61.90^2=-0.166$ meV. Self-consistent mesh errors and predictions, in meV per electron:

| $n$ | no term | $\Delta_{none}$ | Madelung | $\Delta_M$ |
|---|---|---|---|---|
| 8 | 214.86 | 222.61 | −8.633 | −4.487 |
| 12 | 146.11 | 148.41 | −1.534 | −1.329 |
| 16 | 110.20 | 111.31 | −0.648 | −0.561 |
| 24 | 73.80 | 74.21 | −0.174 | −0.166 |

The program asserts agreement at $n=24$ only, within 1% of $\Delta_{none}$ and 15% of $\Delta_M$; the actual deviations are 0.5% and 5% of the respective predictions. The $1/n^3$ law is approached unevenly. The computed error is 1.92 times the prediction at $n=8$, about 1.15 times at both $n=12$ and 16, and 1.05 times at $n=24$. Three things are left out of (16): the discrete shells of the mesh, where smooth sums differ from integrals; the tail of $\tilde g$ at $r\sim L$ dropped in (14); and the second-order relaxation of the occupations. A conjecture is that the shells cause the unevenness. How the excess divides among the three is not determined here. The uncorrected error also contains the $1/n^3$ term, and at $n=24$ the sum $74.205-0.166=74.04$ meV still exceeds the computed value by $0.24$ meV. A negative remainder of order $v_M^2$ is what relaxation of the occupations about a minimum would give; that this accounts for its size is likewise a conjecture.

## 10. A Fermi-Dirac solution that is a saddle

In jellium, move occupation $t$ from state $b$ to a degenerate state $a$ of the same spin. Both spin densities stay uniform and unchanged, so $E_H$ and $E_{sl}$ are constant, and the linear term vanishes at a stationary point because $N$ is conserved. Exchange gives $-\tfrac\alpha2t^2(K_{aa}+K_{bb}-2K_{ab})=-\alpha t^2(v_M-K_{ab})$. The entropy term gives $2\times\tfrac12T t^2/[f(1-f)]$ by (1). Thus

$$\tfrac12\frac{d^2F}{dt^2}=\frac{T}{f(1-f)}-\alpha(v_M-K_{ab}). \tag{17}$$

Since $f(1-f)\le\tfrac14$, (17) can be negative only if $\alpha(v_M-K_{ab})>4T$. A negative value proves that the solution is not a minimum. A positive value covers this direction only.

Take the same model with $n=4$, which has 32 electrons per spin. The shells $|\mathbf m|^2=0,1,2,3$ hold $1+6+12+8=27$, so at low $T$ the six states with $|\mathbf m|^2=4$ share five electrons and the solution with cubic symmetry has $f=5/6$. For $\mathbf m_a=-\mathbf m_b$ in this shell, $|\mathbf k_a-\mathbf k_b|=4\cdot2\pi/L$ and $K_{ab}=1/(16\pi L)$. The printed values are $\alpha v_M=0.9900$ eV and $\alpha K_{ab}=0.0069$ eV, with difference $0.9831$ eV.

At $T=0.1$ eV, $f=0.83333$, $T/[f(1-f)]=0.1/(5/36)=0.7200$ eV, and (17) is $0.7200-0.9831=-0.2631$ eV, which a second finite difference of $F$ reproduces. For two states of the nearly full shell $|\mathbf m|^2=3$ the first term of (17) is far larger than $\alpha v_M$, so $F$ rises in that direction and the solution is a saddle. Starting the iteration from five full states and one empty one leads to another self-consistent Fermi-Dirac solution, with $f=0.01859$ in the nearly empty state and at most $0.99649$ in the other five. Its free energy is lower than that of the symmetric solution by $0.14051$ eV per spin channel of the supercell. At $T=0.3$ eV, $4T=1.2$ eV exceeds $0.9831$ eV, so (17) must be positive. The symmetric solution has $f=0.82317$ and curvature $2.0610-0.9831=1.0779$ eV, and the same broken start returns to it.

This pair instability belongs to the finite mesh. With $\alpha v_M=3.96/n$ eV for this cell, the condition $\alpha v_M<4T$ makes (17) positive for every degenerate pair once $n\ge10$ at $T=0.1$ eV, and the condition held on all meshes of Part 9, where $4T=2.0$ eV and the largest $\alpha v_M$ was $0.495$ eV. It does not guarantee a minimum. Since $K_{ab}>0$, raising the occupations of several neighbouring $\mathbf k$ together and lowering those of a distant group can gain more exchange energy per squared change than a single pair does, so close to the threshold a solution can be unstable although every pair is stable. Omitting the Madelung term makes (17) equal to $T/[f(1-f)]+\alpha K_{ab}>0$ on any mesh, at the price of the $1/n$ error in (16). This again covers pairs only and does not guarantee a minimum.

## Calculated quantities

```
A alpha=1.0: min Omega = -5.94023 eV, max|T ln((1-g)/g)-(H-mu)| = 1.1e-07 eV
A alpha=0.25: min Omega = -5.04463 eV, max|T ln((1-g)/g)-(H-mu)| = 2.2e-08 eV
A kT = 1.0 eV, mu = 0.2 eV, exact Omega = -5.98766 eV
A two levels, hopping 0.3 eV, f = 1/2: off-diagonal slope = 0.6000 eV
B As: 32 basis functions, kT = 0.50 eV, N = 33.000000, mu = -4.7297 eV
B 4s up: eps = -16.6552 eV, f = 1.00000000
B 4p up: eps = -6.9844 eV, f = 0.989113, dE/df = -6.9844 eV
B 4p up: kT ln((1-f)/f) = -2.2546 eV, dE/df - mu = -2.2546 eV
B 4s down: eps = -13.3292 eV, f = 0.99999997
B 4p down: eps = -2.4751 eV, f = 0.010887, dE/df = -2.4751 eV
B 4p down: kT ln((1-f)/f) = 2.2546 eV, dE/df - mu = 2.2546 eV
B one-body -84728.081, E_H 26156.215, E_sl -1698.727, alpha E_x -553.898 eV
B E = -60824.4910 eV, S = 0.36023 kB, TS = 0.18011 eV
B F = -60824.6711 eV = -2235.265434 Ha
B sum f eps = -35734.012 eV, Tr v_sl g = -2210.564 eV
B -dF/dT (relaxed, finite difference) = 0.36023 kB
B off stationarity: dE/dtheta = 0.34591 eV, 2(fi-fj)Hij = 0.34591 eV
C rs = 1.60 A, a = 2.5792 A, kF = 1.1995 1/A, EF0 = 5.4816 eV
C kT = 0.50 eV, vM*L = 2.837297 (a.u.), e_sl = -4.0939 eV, v_sl = -5.2907 eV
C continuum per electron: kin 3.35103, alpha ex -1.00585, TS 0.16688 eV
C continuum F/N = -1.91557 eV = -0.070396 Ha, mu = -1.2137 eV
C <f^2> = 0.89941, <|grad f|^2> = 10.4554 A^2
C n | alpha vM | F-Fc no term, predicted | F-Fc Madelung, predicted (meV/electron)
C  8 |  495.02 |  214.858  222.614 |  -8.6333  -4.4869
C 12 |  330.01 |  146.107  148.409 |  -1.5337  -1.3294
C 16 |  247.51 |  110.200  111.307 |  -0.6479  -0.5609
C 24 |  165.01 |   73.799   74.205 |  -0.1739  -0.1662
C n=4: alpha vM = 0.9900 eV, alpha K_ab = 0.0069 eV
C kT=0.1 eV: symmetric f = 0.83333, kT/f(1-f) = 0.7200 eV
C kT=0.1 eV: curvature -0.2631 eV (finite difference -0.2631 eV)
C kT=0.1 eV: broken start f = 0.99649/0.01859, dF = -0.14051 eV per spin
C kT=0.3 eV: symmetric f = 0.82317, kT/f(1-f) = 2.0610 eV
C kT=0.3 eV: curvature 1.0779 eV (finite difference 1.0779 eV)
C kT=0.3 eV: broken start f = 0.82317/0.82317, dF = 0.00000 eV per spin
```
